# Opposite Arrhenius curvature from series and parallel averaging of Gaussian barriers: test program

```python
"""
Result under test: cells with Gaussian band-edge heights phi (mean PHI0,
standard deviation SPREAD) and local conductivity S0*exp(-phi/kT) give
  series:   S = S0*exp(-PHI0/kT - SPREAD^2/(2 (kT)^2))
  parallel: S = S0*exp(-PHI0/kT + SPREAD^2/(2 (kT)^2)).
Heights are measured from the Fermi level. beta = 1/kT in 1/eV.
The curvature is the second derivative of ln(S/S0) with respect to beta.
Energies are in eV; SI units are used inside the prefactor estimates.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

PHI0, SPREAD = 0.20, 0.04
CELL_NM, CHANNEL_UM = 20.0, 40.0
MOBILITY_CM2, MASS_RATIO, DRAIN_V = 20.0, 0.34, 0.1
TEMPERATURES = (250.0, 300.0, 350.0)
K_EV = const.k / const.e
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
MASS = MASS_RATIO * const.m_e
N_CELLS = int(round(CHANNEL_UM * 1000 / CELL_NM))
rng = np.random.default_rng(12345)

# Gaussian averages by direct quadrature over the height distribution
z_grid = np.linspace(-12, 12, 2401)
weight = np.exp(-z_grid**2 / 2) / np.sqrt(2 * np.pi)
weight *= z_grid[1] - z_grid[0]
heights = PHI0 + SPREAD * z_grid


def log_series(beta, levels=heights, prob=weight):
    return -np.log(np.sum(prob * np.exp(beta * levels)))


def log_parallel(beta, levels=heights, prob=weight):
    return np.log(np.sum(prob * np.exp(-beta * levels)))


def slope(func, x, h=0.05):
    return (func(x + h) - func(x - h)) / (2 * h)


def curvature(func, x, h=0.05):
    return (func(x + h) - 2 * func(x) + func(x - h)) / h**2


def formula(beta, sign):
    return -beta * PHI0 + sign * (beta * SPREAD)**2 / 2


def activation(beta, sign):
    return PHI0 - sign * SPREAD**2 * beta


for temperature in TEMPERATURES:
    b = 1 / (K_EV * temperature)
    for func, sign in ((log_series, -1), (log_parallel, 1)):
        assert abs(func(b) - formula(b, sign)) < 1e-9
        assert abs(-slope(func, b) - activation(b, sign)) < 1e-8
        assert abs(curvature(func, b) - sign * SPREAD**2) < 1e-8
        tilted = weight * np.exp(-sign * b * heights)
        mean_height = np.sum(tilted * heights) / np.sum(tilted)
        assert abs(mean_height - activation(b, sign)) < 1e-9

beta300 = 1 / (K_EV * 300)
beta250 = 1 / (K_EV * 250)

# A skewed three-level distribution: curvature equals the weighted variance
levels3, prob3 = np.array([0.12, 0.19, 0.31]), np.array([0.5, 0.3, 0.2])
for func, sign in ((log_series, -1), (log_parallel, 1)):
    tilted = prob3 * np.exp(-sign * beta300 * levels3)
    tilted /= tilted.sum()
    variance = tilted @ levels3**2 - (tilted @ levels3)**2
    value = curvature(lambda x: func(x, levels3, prob3), beta300)
    assert abs(value / (sign * variance) - 1) < 2e-3

# Drift-diffusion equation solved for the density, in units kT = D = L = 1
def profile(x):
    return 1.5 * np.sin(2 * np.pi * x) + np.cos(5 * x)


def profile_slope(x):
    return 3 * np.pi * np.cos(2 * np.pi * x) - 5 * np.sin(5 * x)


small_bias = 1e-3


def end_density(flux):
    def rhs(x, density):
        return -flux - density * (profile_slope(x) - small_bias)
    start = [np.exp(-profile(0.0))]
    return solve_ivp(rhs, (0, 1), start, rtol=1e-10, atol=1e-12).y[0, -1]


density_0, density_1 = end_density(0.0), end_density(1.0)
flux_solved = (np.exp(-profile(1.0)) - density_0) / (density_1 - density_0)
flux_formula = small_bias / quad(lambda x: np.exp(profile(x)), 0, 1)[0]
assert abs(flux_solved / flux_formula - 1) < 2e-3  # finite-bias error

# Kirchhoff equations for one chain, then many random chains at 300 K
s300 = SPREAD * beta300
cell_g = np.exp(-s300 * rng.standard_normal(N_CELLS))
banded = np.zeros((3, N_CELLS - 1))
banded[0, 1:] = -cell_g[1:-1]
banded[1] = cell_g[:-1] + cell_g[1:]
banded[2, :-1] = -cell_g[1:-1]
source = np.zeros(N_CELLS - 1)
source[0] = cell_g[0]
potential = solve_banded((1, 1), banded, source)
chain_conductivity = N_CELLS * cell_g[-1] * potential[-1]
assert abs(chain_conductivity * np.mean(1 / cell_g) - 1) < 1e-7

chain_r, chain_g, worst_share = [], [], []
for block in range(20):
    r = np.exp(s300 * rng.standard_normal((200, N_CELLS)))
    chain_r.extend(r.mean(axis=1))
    chain_g.extend((1 / r).mean(axis=1))
    worst_share.extend(r.max(axis=1) / r.sum(axis=1))
chain_r, chain_g = np.array(chain_r), np.array(chain_g)


def chain_spread(beta, cells):
    return np.sqrt(np.expm1((SPREAD * beta)**2) / cells)


standard_error = chain_spread(beta300, N_CELLS * len(chain_r))
lognormal_mean = np.exp(s300**2 / 2)
assert abs(chain_r.mean() / lognormal_mean - 1) < 5 * standard_error
assert abs(chain_g.mean() / lognormal_mean - 1) < 5 * standard_error
sampled_spread = chain_r.std() / chain_r.mean()
# The variance of a lognormal sum converges slowly, hence ten percent
assert abs(sampled_spread / chain_spread(beta300, N_CELLS) - 1) < 0.10
SHORT = 20
short_r = np.exp(s300 * rng.standard_normal((20000, SHORT))).mean(axis=1)
short_gain = lognormal_mean / np.median(short_r)
assert short_gain > 1.05

# Self-dual square network between two electrodes; uniform value is one
def sheet_log_conductance(width, n=30):
    h = np.exp(width * rng.standard_normal((n + 1, n + 1)))
    v = np.exp(width * rng.standard_normal((n, n)))
    node = np.arange((n + 1) * n).reshape(n + 1, n)
    diagonal = h[:, :-1] + h[:, 1:]
    diagonal[:-1] += v
    diagonal[1:] += v
    left, right = node[:, :-1].ravel(), node[:, 1:].ravel()
    top, bottom = node[:-1].ravel(), node[1:].ravel()
    hin, vin = h[:, 1:-1].ravel(), v.ravel()
    rows = np.concatenate([node.ravel(), left, right, top, bottom])
    cols = np.concatenate([node.ravel(), right, left, bottom, top])
    vals = np.concatenate([diagonal.ravel(), -hin, -hin, -vin, -vin])
    matrix = coo_matrix((vals, (rows, cols))).tocsc()
    rhs = np.zeros((n + 1, n))
    rhs[:, 0] = h[:, 0]
    volts = spsolve(matrix, rhs.ravel()).reshape(n + 1, n)
    return np.log(np.sum(h[:, 0] * (1 - volts[:, 0])))


assert abs(sheet_log_conductance(0.0)) < 1e-9
sheet = {}
for temperature, b in ((250, beta250), (300, beta300)):
    logs = np.array([sheet_log_conductance(SPREAD * b) for _ in range(120)])
    error = logs.std(ddof=1) / np.sqrt(len(logs))
    assert abs(logs.mean()) < 4 * error
    assert abs(logs.mean()) < (SPREAD * b)**2 / 2
    sheet[temperature] = (np.exp(logs.mean()), error)

# Band prefactor and its effect on the raw Arrhenius curvature
def band_density(temperature):
    thermal = MASS * const.k * temperature / (2 * np.pi * const.hbar**2)
    return 2 * thermal**1.5


def prefactor(temperature):  # S/cm
    return const.e * MOBILITY_CM2 * band_density(temperature) * 1e-6


S0 = prefactor(300)
raw = {}
for name, func, sign in (("series", log_series, -1),
                         ("parallel", log_parallel, 1)):
    raw[name] = curvature(
        lambda x: np.log(prefactor(1 / (K_EV * x))) + func(x), beta300)
    expected = sign * SPREAD**2 + 1.5 / beta300**2
    assert abs(raw[name] - expected) < 1e-7
reversal_T = SPREAD * np.sqrt(2 / 3) / K_EV
for shift, expected_sign in ((-20, -1), (20, 1)):
    b = 1 / (K_EV * (reversal_T + shift))
    value = curvature(
        lambda x: np.log(prefactor(1 / (K_EV * x))) + log_series(x), b)
    assert np.sign(value) == expected_sign

# Fermi statistics: density relative to the band density
t_grid = np.arange(0, 9, 0.02)


def fermi_density(x):
    integrand = t_grid**2 / (1 + np.exp(t_grid**2 + x[:, None]))
    return 4 / np.sqrt(np.pi) * 0.02 * integrand.sum(axis=1)


assert abs(fermi_density(np.array([15.0]))[0] * np.exp(15.0) - 1) < 1e-5


def fermi_changes(beta):
    density = fermi_density(beta * heights)
    series = 1 / np.sum(weight / density) / np.exp(log_series(beta))
    parallel = np.sum(weight * density) / np.exp(log_parallel(beta))
    return 100 * (series - 1), 100 * (parallel - 1)


# Tunnelling flux relative to thermal flux for a typical high series cell
def tunnel_ratio(beta):
    top = SPREAD**2 * beta
    decay = np.sqrt(2 * MASS * const.e) / const.hbar * CELL_NM * 1e-9
    return quad(lambda t: 2 * t * beta * np.exp(beta * t**2 - 2 * decay * t),
                0, np.sqrt(top))[0]


confinement = (np.pi * const.hbar / (CELL_NM * 1e-9))**2 / (2 * MASS)
confinement /= const.e
speed = np.sqrt(8 * const.k * 300 / (np.pi * MASS))
free_path = speed * MOBILITY_CM2 * 1e-4 * MASS / const.e * 1e9
wavelength = const.h / np.sqrt(2 * np.pi * MASS * const.k * 300) * 1e9
worst_volt = DRAIN_V * np.mean(worst_share)
worst_field = worst_volt / (CELL_NM * 1e-7) * 1e-6

print(f"mean height {PHI0:.2f} eV; standard deviation {SPREAD:.2f} eV")
print(f"cell {CELL_NM:.0f} nm; channel {CHANNEL_UM:.0f} um; cells {N_CELLS}")
print(f"local mobility {MOBILITY_CM2:.0f} cm2/Vs; mass {MASS_RATIO:.2f} m_e")
print(f"drain bias {DRAIN_V:.1f} V")
print(f"band density at 300 K {band_density(300) * 1e-6:.3e} cm^-3")
print(f"prefactor S0, fixed at its 300 K value {S0:.2f} S/cm")
for temperature in TEMPERATURES:
    b = 1 / (K_EV * temperature)
    print(f"T = {temperature:.0f} K: kT {1 / b:.5f} eV; "
          f"s/kT {SPREAD * b:.3f}; s^2/(2(kT)^2) {(SPREAD * b)**2 / 2:.3f}")
    print(f"  conductivity S/cm: series {S0 * np.exp(formula(b, -1)):.3e}; "
          f"uniform {S0 * np.exp(-b * PHI0):.3e}; "
          f"parallel {S0 * np.exp(formula(b, 1)):.3e}")
    print(f"  activation eV: series {activation(b, -1):.4f}; "
          f"parallel {activation(b, 1):.4f}")
print(f"activation at 300 K, hartree: series "
      f"{activation(beta300, -1) / HARTREE_EV:.5f}; parallel "
      f"{activation(beta300, 1) / HARTREE_EV:.5f}")
print(f"curvature of ln(S/S0), eV^2: series "
      f"{curvature(log_series, beta300):.5f}; parallel "
      f"{curvature(log_parallel, beta300):.5f}")
print(f"raw curvature at 300 K with T^(3/2) prefactor, eV^2: series "
      f"{raw['series']:.5f}; parallel {raw['parallel']:.5f}")
print(f"raw series curvature changes sign at {reversal_T:.0f} K")
print(f"random chains at 300 K: mean resistance / formula "
      f"{chain_r.mean() / lognormal_mean:.4f}")
print(f"  relative resistance spread: sampled {100 * sampled_spread:.1f} %; "
      f"formula {100 * chain_spread(beta300, N_CELLS):.1f} %")
print(f"relative spread at 250 K, formula "
      f"{100 * chain_spread(beta250, N_CELLS):.1f} %")
for temperature, b in ((250, beta250), (300, beta300)):
    length = chain_spread(b, 1)**2 / 0.1**2 * CELL_NM / 1000
    print(f"length for 10 % spread at {temperature} K: {length:.1f} um")
print(f"short chain {SHORT * CELL_NM:.0f} nm at 300 K: median conductivity / "
      f"formula {short_gain:.2f}")
for temperature, (ratio, error) in sheet.items():
    print(f"square network at {temperature} K: S/(S0 exp(-phi0/kT)) "
          f"{ratio:.3f}; standard error of its log {error:.3f}")
for temperature, b in ((250, beta250), (350, 1 / (K_EV * 350))):
    series_change, parallel_change = fermi_changes(b)
    print(f"Fermi statistics at {temperature} K: series "
          f"{series_change:.3f} %; parallel {parallel_change:.3f} %")
    print(f"tunnel/thermal flux estimate at {temperature} K: "
          f"{100 * tunnel_ratio(b):.2f} %")
print(f"confinement energy in one cell {confinement:.4f} eV")
print(f"at 300 K: mean free path {free_path:.2f} nm; "
      f"thermal wavelength {wavelength:.2f} nm")
print(f"worst cell at 300 K: mean voltage {1000 * worst_volt:.2f} mV; "
      f"field {worst_field:.5f} MV/cm")
print("every check passed")
```

Printed output:

```
mean height 0.20 eV; standard deviation 0.04 eV
cell 20 nm; channel 40 um; cells 2000
local mobility 20 cm2/Vs; mass 0.34 m_e
drain bias 0.1 V
band density at 300 K 4.975e+18 cm^-3
prefactor S0, fixed at its 300 K value 15.94 S/cm
T = 250 K: kT 0.02154 eV; s/kT 1.857; s^2/(2(kT)^2) 1.724
  conductivity S/cm: series 2.643e-04; uniform 1.482e-03; parallel 8.304e-03
  activation eV: series 0.2743; parallel 0.1257
T = 300 K: kT 0.02585 eV; s/kT 1.547; s^2/(2(kT)^2) 1.197
  conductivity S/cm: series 2.103e-03; uniform 6.961e-03; parallel 2.304e-02
  activation eV: series 0.2619; parallel 0.1381
T = 350 K: kT 0.03016 eV; s/kT 1.326; s^2/(2(kT)^2) 0.879
  conductivity S/cm: series 8.724e-03; uniform 2.102e-02; parallel 5.065e-02
  activation eV: series 0.2530; parallel 0.1470
activation at 300 K, hartree: series 0.00962; parallel 0.00508
curvature of ln(S/S0), eV^2: series -0.00160; parallel 0.00160
raw curvature at 300 K with T^(3/2) prefactor, eV^2: series -0.00060; parallel 0.00260
raw series curvature changes sign at 379 K
random chains at 300 K: mean resistance / formula 0.9995
  relative resistance spread: sampled 6.9 %; formula 7.1 %
relative spread at 250 K, formula 12.3 %
length for 10 % spread at 250 K: 60.8 um
length for 10 % spread at 300 K: 19.9 um
short chain 400 nm at 300 K: median conductivity / formula 1.20
square network at 250 K: S/(S0 exp(-phi0/kT)) 0.997; standard error of its log 0.005
square network at 300 K: S/(S0 exp(-phi0/kT)) 1.003; standard error of its log 0.005
Fermi statistics at 250 K: series -0.001 %; parallel -0.512 %
tunnel/thermal flux estimate at 250 K: 0.66 %
Fermi statistics at 350 K: series -0.019 %; parallel -0.622 %
tunnel/thermal flux estimate at 350 K: 0.47 %
confinement energy in one cell 0.0028 eV
at 300 K: mean free path 0.71 nm; thermal wavelength 7.38 nm
worst cell at 300 K: mean voltage 3.52 mV; field 0.00176 MV/cm
every check passed
```
